# Separating Two Interface Charges in a High-Permittivity Gate Stack: a numerical check

```python
"""
Result under test: flat-band voltage of a metal / high-k / interlayer / p-Si stack
    V_FB = phi - Q1*t_i/e_i - (Q1 + Q2)*t_h/e_h
t_h, e_h : thickness and permittivity of the high-k layer
t_i, e_i : thickness and permittivity of the interlayer
Q1 = q*n1: sheet charge at interlayer/silicon; Q2 = q*n2: at high-k/interlayer
phi      : effective gate-to-silicon work-function difference (V)
Independent road: nonlinear Poisson equation for the whole stack with silicon,
solved by finite volumes; the gate voltage is searched until the bands are flat.
Lengths are in cm inside the functions, charges in elementary charges per cm^2.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = const.e
eps0 = const.epsilon_0 / 100.0            # F/cm
nm = 1e-7                                 # cm
temperature = 300.0
vt = const.k * temperature / q
k_h, k_i, k_s = 20.0, 3.9, 11.7           # rough relative permittivities
e_h, e_i, e_s = k_h * eps0, k_i * eps0, k_s * eps0
doping, n_intrinsic = 1e17, 1e10          # cm^-3, rough
gap, affinity, gate_wf = 1.12, 4.05, 4.60  # eV, rough
n1, n2 = 4.0e11, -1.6e12                  # cm^-2, model charges
th_list = np.array([2.0, 4.0, 6.0])       # nm
ti_list = np.array([1.0, 3.0, 5.0])       # nm
dipole_gap = 0.2                          # nm


def fermi_potential(temp):
    """Depth of the Fermi level below midgap, in V, for fixed band gap."""
    kt = const.k * temp / q
    ni = n_intrinsic * (temp / 300.0) ** 1.5 * np.exp(
        -gap * q / (2 * const.k) * (1 / temp - 1 / 300.0))
    return kt * np.log(doping / ni)


phi_f = fermi_potential(temperature)
phi = gate_wf - (affinity + gap / 2 + phi_f)


def formula(th, ti, phi=phi, n1=n1, n2=n2, rho_h=0.0, rho_i=0.0):
    """Derived flat-band voltage; th, ti in nm, bulk densities in cm^-3."""
    a, b = th * nm, ti * nm
    return phi - q * (n1 * b / e_i + (n1 + n2) * a / e_h
                      + rho_h * a**2 / (2 * e_h)
                      + rho_i * (a * b / e_h + b**2 / (2 * e_i)))


silicon_grid = np.concatenate([np.linspace(0, 40, 161),
                               np.linspace(40, 200, 161)[1:]])


def solve_poisson(vg, th, ti, phi=phi, n1=n1, n2=n2,
                  rho_h=0.0, rho_i=0.0, n_dipole=0.0):
    """Potential at all nodes; node 8 is high-k/interlayer, 16 is silicon surface."""
    inter = np.concatenate([[0.0], np.linspace(dipole_gap, ti, 8)])
    x = nm * np.concatenate([np.linspace(0, th, 9), th + inter[1:],
                             th + ti + silicon_grid[1:]])
    h = np.diff(x)
    cell = np.arange(h.size)
    eps = np.where(cell < 8, e_h, np.where(cell < 16, e_i, e_s))
    rho = np.where(cell < 8, rho_h, np.where(cell < 16, rho_i, 0.0))
    charge = np.zeros(x.size)
    charge[:-1] += rho * h / 2
    charge[1:] += rho * h / 2
    charge[8] += n2 + n_dipole
    charge[9] -= n_dipole
    charge[16] += n1
    width = np.zeros(x.size)
    h_si = np.where(cell >= 16, h, 0.0)
    width[:-1] += h_si / 2
    width[1:] += h_si / 2
    c = eps / h
    psi = np.zeros(x.size)
    psi[0] = vg - phi
    for _ in range(300):
        boltz = np.exp(-psi[1:-1] / vt)
        res = (c[:-1] * (psi[:-2] - psi[1:-1]) + c[1:] * (psi[2:] - psi[1:-1])
               + q * charge[1:-1] + q * doping * width[1:-1] * (boltz - 1))
        band = np.zeros((3, x.size - 2))
        band[0, 1:] = c[1:-1]
        band[2, :-1] = c[1:-1]
        band[1] = -c[:-1] - c[1:] - q * doping * width[1:-1] * boltz / vt
        step = solve_banded((1, 1), band, -res)
        psi[1:-1] += np.clip(step, -0.1, 0.1)
        if np.max(np.abs(step)) < 1e-10:
            return psi
    raise RuntimeError("Poisson iteration did not converge")


def numeric_voltage(th, ti, surface=0.0, **kw):
    """Gate voltage at which the silicon surface potential equals 'surface'."""
    centre = kw.get("phi", phi)
    return brentq(lambda v: solve_poisson(v, th, ti, **kw)[16] - surface,
                  centre - 0.6, centre + 0.6, xtol=1e-11)


def numeric_table(**kw):
    return np.array([[numeric_voltage(th, ti, **kw) for th in th_list]
                     for ti in ti_list])


TI, TH = np.meshgrid(ti_list, th_list, indexing="ij")
design = np.column_stack([np.ones(9), TI.ravel(), TH.ravel()])
to_n1 = -e_i / (q * nm)                   # V/nm -> cm^-2
to_sum = -e_h / (q * nm)


def extract(table):
    """Least squares on the full grid: phi, n1, n1+n2."""
    a, slope_i, slope_h = np.linalg.lstsq(design, table.ravel(), rcond=None)[0]
    return np.array([a, slope_i * to_n1, slope_h * to_sum])


# Flat-band voltage: numerical solution against the derived formula
table = numeric_table()
assert np.max(np.abs(table - formula(TH, TI))) < 1e-7
bulk = dict(rho_h=1e18, rho_i=-5e17)
assert np.max(np.abs(numeric_table(**bulk) - formula(TH, TI, **bulk))) < 1e-7

# Fields in the two layers at flat band
psi = solve_poisson(table[0, 0], 2.0, 1.0)
field_h = (psi[0] - psi[8]) / (2.0 * nm)
field_i = (psi[8] - psi[16]) / (1.0 * nm)
assert abs(field_h + q * (n1 + n2) / e_h) < 10.0
assert abs(field_i + q * n1 / e_i) < 10.0

# A different charge set gives the same data at one interlayer thickness
alt = dict(n1=0.0, n2=n1 + n2, phi=phi - q * n1 * ti_list[0] * nm / e_i)
alt_table = numeric_table(**alt)
assert np.max(np.abs(alt_table[0] - table[0])) < 1e-7
alt_split = alt_table[2, 0] - table[2, 0]
assert abs(alt_split - q * n1 * (ti_list[2] - ti_list[0]) * nm / e_i) < 1e-7
assert alt_split > 0.02

# Plot against equivalent oxide thickness at fixed interlayer
eot = ti_list[0] + th_list * k_i / k_h
eot_slope, eot_intercept = np.polyfit(eot, table[0], 1)
assert abs(eot_slope * to_n1 / (n1 + n2) - 1) < 1e-4
assert abs(eot_intercept - (phi + q * n2 * ti_list[0] * nm / e_i)) < 1e-6

# Extraction from data rounded to 1 mV
data = np.round(table * 1000) / 1000
row = np.polyfit(th_list, data[0], 1)
phi_x, n1_x, sum_x = extract(data)
n2_x = sum_x - n1_x
mean_ti, mean_th = data.mean(axis=1), data.mean(axis=0)
slope_i = (mean_ti[2] - mean_ti[0]) / (ti_list[2] - ti_list[0])
slope_h = (mean_th[2] - mean_th[0]) / (th_list[2] - th_list[0])
assert abs(slope_i * to_n1 - n1_x) < 1e6 and abs(slope_h * to_sum - sum_x) < 1e6
round_slope = 0.001 / 4.0                 # largest slope error from rounding, V/nm
assert abs(n1_x - n1) < abs(to_n1) * round_slope
assert abs(sum_x - n1 - n2) < abs(to_sum) * round_slope
assert abs(phi_x - phi) < 0.002

# Error bars: closed formulas against random scatter
sigma_v = 0.005
sig_n1 = abs(to_n1) * sigma_v / np.sqrt(np.sum((TI - TI.mean())**2))
sig_sum = abs(to_sum) * sigma_v / np.sqrt(np.sum((TH - TH.mean())**2))
sig_n2 = np.hypot(sig_n1, sig_sum)
sig_phi = sigma_v * np.sqrt(1 / 9 + TI.mean()**2 / np.sum((TI - TI.mean())**2)
                            + TH.mean()**2 / np.sum((TH - TH.mean())**2))
rng = np.random.default_rng(7)
noisy = table.ravel()[:, None] + sigma_v * rng.standard_normal((9, 20000))
fits = np.linalg.lstsq(design, noisy, rcond=None)[0]
mc_n1, mc_sum = fits[1] * to_n1, fits[2] * to_sum
for sample, sigma in ((fits[0], sig_phi), (mc_n1, sig_n1),
                      (mc_sum, sig_sum), (mc_sum - mc_n1, sig_n2)):
    assert abs(sample.std() / sigma - 1) < 0.03   # sampling error is about 0.5 %

# Neglected effects, each passed through the same extraction
clean = extract(table)
rho_test = 1e18
with_bulk = numeric_table(rho_h=rho_test)
d_bulk = extract(with_bulk) - clean
assert abs(d_bulk[2] / (rho_test * th_list.mean() * nm) - 1) < 1e-3
assert abs(d_bulk[1]) < 1e7
curvature = with_bulk[0, 0] - 2 * with_bulk[0, 1] + with_bulk[0, 2]

growth = 0.05                             # nm of interlayer per nm of high-k
regrown = np.array([[numeric_voltage(th, ti + growth * (th - th_list[0]))
                     for th in th_list] for ti in ti_list])
d_grow = extract(regrown) - clean
assert abs(d_grow[2] / (growth * n1 * e_h / e_i) - 1) < 1e-3
assert abs(d_grow[1]) < 1e7

n_dip = 5e12
d_dip = extract(numeric_table(n_dipole=n_dip)) - clean
assert abs(d_dip[0] - q * n_dip * dipole_gap * nm / e_i) < 1e-6
assert max(abs(d_dip[1]), abs(d_dip[2])) < 1e7


def silicon_charge(ps):
    """Silicon charge in C/cm^2 at surface potential ps, majority carriers only."""
    u = ps / vt
    return -np.sign(ps) * np.sqrt(2 * q * e_s * doping * vt * (np.exp(-u) + u - 1))


def silicon_capacitance(ps):
    return -(silicon_charge(ps + 1e-5) - silicon_charge(ps - 1e-5)) / 2e-5


for offset in (-0.1, 0.1):
    ps = solve_poisson(table[1, 1] + offset, th_list[1], ti_list[1])[16]
    series = ti_list[1] * nm / e_i + th_list[1] * nm / e_h
    assert abs(offset - (ps - silicon_charge(ps) * series)) < 1e-4

# Doping assumed 20 % too high: flat band is read at the wrong surface potential
debye = np.sqrt(e_s * vt / (q * doping))
wrong_cap = e_s / debye * np.sqrt(1.2)
ps_err = brentq(lambda p: silicon_capacitance(p) - wrong_cap, -0.05, -0.001)
d_dop = extract(numeric_table(surface=ps_err)) - clean
assert abs(d_dop[1] * q / silicon_charge(ps_err) - 1) < 0.01
assert abs(d_dop[2] * q / silicon_charge(ps_err) - 1) < 0.01
assert abs(d_dop[0] - ps_err) < 1e-4

trap_density = 1e11                       # cm^-2 eV^-1, rough, neutral at midgap
n_trap = trap_density * phi_f
temp_shift = -(fermi_potential(310.0) - phi_f)
n_valence = 2 * (2 * np.pi * 1.1 * const.m_e * const.k * temperature
                 / const.h**2) ** 1.5 / 1e6
degeneracy = vt * doping / (2**1.5 * n_valence)
sweep_field = 0.5 / (eot[0] * nm) + abs(field_i)


def decay(mass, barrier):
    """Decay constant in 1/nm under a flat barrier in eV."""
    return np.sqrt(2 * mass * const.m_e * barrier * q) / const.hbar * 1e-9


# Direct tunnelling through the thinnest stack, rough barriers and masses
t_hole = np.exp(-2 * (decay(0.4, 4.5) * 1.0 + decay(0.2, 3.3) * 2.0))
t_elec = np.exp(-2 * (decay(0.5, 3.1) * 1.0 + decay(0.2, 1.5) * 2.0))
j_hole = t_hole * q * doping * 100 * np.sqrt(
    const.k * temperature / (2 * np.pi * 0.5 * const.m_e))
richardson = 4 * np.pi * const.m_e * q * const.k**2 / const.h**3 / 1e4
j_elec = t_elec * richardson * temperature**2 * np.exp(
    -(gap / 2 + phi_f + table[0, 0]) / vt)
drop = (j_hole + j_elec) * 1e-4 * 100.0   # 1e-4 cm^2 capacitor, 100 ohm in series

u12 = 1e12
print(f"relative permittivity: high-k {k_h:.1f}, interlayer {k_i:.1f}, Si {k_s:.1f}")
print(f"acceptor doping {doping:.1e} cm^-3, temperature {temperature:.0f} K")
print(f"gate work function {gate_wf:.2f} eV, Si affinity {affinity:.2f}, gap {gap:.2f} eV")
print(f"Fermi potential {phi_f:.4f} V, input phi {phi:.4f} V")
print(f"input n1 {n1/u12:.3f}, n2 {n2/u12:.3f}, sum {(n1+n2)/u12:.3f} (1e12 cm^-2)")
print("flat-band data in mV, columns t_h =", th_list, "nm")
for ti, line in zip(ti_list, data):
    print(f"  t_i = {ti:.0f} nm:", " ".join(f"{1000*v:7.0f}" for v in line))
print(f"t_i = 1 nm row: slope {1000*row[0]:.2f} mV/nm, intercept {1000*row[1]:.1f} mV")
print(f"  sum of charges from this row {row[0]*to_sum/u12:.3f} (1e12 cm^-2)")
print(f"alternative set: n1 {alt['n1']/u12:.3f}, n2 {alt['n2']/u12:.3f} (1e12 cm^-2)")
print(f"  alternative phi {alt['phi']:.4f} V")
print(f"  largest difference at t_i = 1 nm {1000*np.max(np.abs(alt_table[0]-table[0])):.4f} mV")
print(f"  difference at t_i = 5 nm {1000*alt_split:.1f} mV")
print(f"n1 error if phi is known to 50 mV, t_i = 1 nm: {0.05*abs(to_n1)/u12:.2f} (1e12 cm^-2)")
print(f"EOT plot, t_i = 1 nm: intercept at zero EOT {eot_intercept:.4f} V")
print("means over t_h for each t_i (mV):", np.round(1000 * mean_ti, 2))
print("means over t_i for each t_h (mV):", np.round(1000 * mean_th, 2))
print(f"slope against t_i {1000*slope_i:.2f} mV/nm, against t_h {1000*slope_h:.2f} mV/nm")
print(f"conversion: 1 mV/nm is {abs(to_n1)/1e15:.4f} (t_i), {abs(to_sum)/1e15:.4f} (t_h) 1e12 cm^-2")
print(f"extracted n1  {n1_x/u12:.3f} +- {sig_n1/u12:.3f} (1e12 cm^-2) = {n1_x*q*1e6:.4f} uC/cm2")
print(f"extracted sum {sum_x/u12:.3f} +- {sig_sum/u12:.3f} (1e12 cm^-2) = {sum_x*q*1e6:.4f} uC/cm2")
print(f"extracted n2  {n2_x/u12:.3f} +- {sig_n2/u12:.3f} (1e12 cm^-2) = {n2_x*q*1e6:.4f} uC/cm2")
print(f"extracted phi {phi_x:.4f} +- {sig_phi:.4f} V (scatter {1000*sigma_v:.0f} mV per sample)")
print(f"flat-band field: high-k {field_h/1e6:.3f}, interlayer {field_i/1e6:.3f} MV/cm")
print("Neglected effects (charge shifts in 1e12 cm^-2)")
print(f"bulk high-k charge {rho_test:.0e} cm^-3: sum {d_bulk[2]/u12:.3f}, n1 {abs(d_bulk[1])/u12:.3f}")
print(f"  its second difference over t_h = 2, 4, 6 nm: {1000*curvature:.2f} mV")
print(f"regrowth {growth:.2f} nm per nm: sum {d_grow[2]/u12:.3f}, n1 {abs(d_grow[1])/u12:.3f}")
print(f"dipole {n_dip:.0e} cm^-2 over {dipole_gap:.1f} nm: phi {1000*d_dip[0]:.1f} mV, charges unchanged")
print(f"doping read 20 % high: n1 {d_dop[1]/u12:.3f}, sum {d_dop[2]/u12:.3f}, phi {1000*d_dop[0]:.1f} mV")
print(f"interface traps {trap_density:.0e} cm^-2 eV^-1: n1 {n_trap/u12:.3f}")
print(f"high-k permittivity 10 % wrong: sum {0.1*abs(n1+n2)/u12:.3f}")
print(f"phi drift of 10 mV over the t_h range: sum {0.01/4*abs(to_sum)/u12:.3f}")
print(f"sample 10 K warmer: phi {1000*temp_shift:.1f} mV; degeneracy {1000*degeneracy:.3f} mV")
print(f"thinnest stack EOT {eot[0]:.2f} nm; interlayer field bound 0.5 V past flat band {sweep_field/1e6:.1f} MV/cm")
print(f"direct tunnelling at flat band: holes {j_hole:.1e}, electrons {j_elec:.1e} A/cm2")
print(f"  series voltage drop (1e-4 cm^2, 100 ohm) {drop:.1e} V")
print("checks complete")
```

Output:

```
relative permittivity: high-k 20.0, interlayer 3.9, Si 11.7
acceptor doping 1.0e+17 cm^-3, temperature 300 K
gate work function 4.60 eV, Si affinity 4.05, gap 1.12 eV
Fermi potential 0.4167 V, input phi -0.4267 V
input n1 0.400, n2 -1.600, sum -1.200 (1e12 cm^-2)
flat-band data in mV, columns t_h = [2. 4. 6.] nm
  t_i = 1 nm:    -424    -402    -380
  t_i = 3 nm:    -461    -439    -417
  t_i = 5 nm:    -498    -476    -454
t_i = 1 nm row: slope 11.00 mV/nm, intercept -446.0 mV
  sum of charges from this row -1.216 (1e12 cm^-2)
alternative set: n1 0.000, n2 -1.200 (1e12 cm^-2)
  alternative phi -0.4452 V
  largest difference at t_i = 1 nm 0.0000 mV
  difference at t_i = 5 nm 74.2 mV
n1 error if phi is known to 50 mV, t_i = 1 nm: 1.08 (1e12 cm^-2)
EOT plot, t_i = 1 nm: intercept at zero EOT -0.5009 V
means over t_h for each t_i (mV): [-402. -439. -476.]
means over t_i for each t_h (mV): [-461. -439. -417.]
slope against t_i -18.50 mV/nm, against t_h 11.00 mV/nm
conversion: 1 mV/nm is 0.0216 (t_i), 0.1105 (t_h) 1e12 cm^-2
extracted n1  0.399 +- 0.022 (1e12 cm^-2) = 0.0639 uC/cm2
extracted sum -1.216 +- 0.113 (1e12 cm^-2) = -0.1948 uC/cm2
extracted n2  -1.615 +- 0.115 (1e12 cm^-2) = -0.2587 uC/cm2
extracted phi -0.4275 +- 0.0054 V (scatter 5 mV per sample)
flat-band field: high-k 0.109, interlayer -0.186 MV/cm
Neglected effects (charge shifts in 1e12 cm^-2)
bulk high-k charge 1e+18 cm^-3: sum 0.400, n1 0.000
  its second difference over t_h = 2, 4, 6 nm: -3.62 mV
regrowth 0.05 nm per nm: sum 0.103, n1 0.000
dipole 5e+12 cm^-2 over 0.2 nm: phi 46.4 mV, charges unchanged
doping read 20 % high: n1 0.036, sum 0.036, phi -6.9 mV
interface traps 1e+11 cm^-2 eV^-1: n1 0.042
high-k permittivity 10 % wrong: sum 0.120
phi drift of 10 mV over the t_h range: sum 0.276
sample 10 K warmer: phi 6.1 mV; degeneracy 0.032 mV
thinnest stack EOT 1.39 nm; interlayer field bound 0.5 V past flat band 3.8 MV/cm
direct tunnelling at flat band: holes 3.8e-09, electrons 2.1e-13 A/cm2
  series voltage drop (1e-4 cm^2, 100 ohm) 3.8e-11 V
checks complete
```
